# Orbital-motion-limited ion current and the linear squared-current plot

To extract a plasma density from the ion branch of a cylindrical Langmuir probe trace, one has to decide what to fit: the current itself or its square, and with or without a value for the ion temperature. In the orbital-motion-limited (OML) regime the square is the right choice. At large negative bias it approaches a straight line in the probe voltage, and the slope of that line contains the density but not the ion temperature. The same derivation shows how large the bias must be, and when the slope gives a wrong density.

Let the probe have radius $R$, length $L$ and collecting area $A=2\pi RL$. It is held at voltage $V$ below the plasma potential $V_s$, so that

$$\Phi=V_s-V>0 .$$

The ions are singly charged, with mass $M$ and density $n$ in the undisturbed plasma. Let $I$ be the magnitude of the ion current, whatever sign the electronics assign to it. The probe is long, so end effects are neglected and the potential depends on the distance $r$ from the axis alone. Write $\varphi(r)$ for the drop from the plasma potential to the potential at $r$; then $\varphi(R)=\Phi$, $\varphi\to0$ far away, and an ion has potential energy $-e\varphi(r)$. Ions do not collide or form near the probe, there is no magnetic field, and every ion that touches the surface is absorbed.

Motion along the axis is unaffected by the field. Let $v$ be the speed perpendicular to the axis far away, and $b$ the impact parameter, the distance at which the ion would pass the axis if undeflected. Conservation of energy and angular momentum gives

$$\dot r^2+r^2\dot\theta^2-\frac{2e\varphi(r)}{M}=v^2,\qquad r^2\dot\theta=bv .$$

Eliminating $\dot\theta$,

$$\dot r^2=v^2+\frac{2e\varphi(r)}{M}-\frac{b^2v^2}{r^2}.$$

The ion reaches the probe if the right side stays positive all the way in. Multiplied by $r^2$, this condition reads

$$b^2v^2<G(r),\qquad G(r)=r^2\left[v^2+\frac{2e\varphi(r)}{M}\right],\qquad r>R .$$

The smallest value of $G$ therefore decides. The OML assumption is that this minimum lies at the probe surface. With $u^2=2e\Phi/M$, the critical impact parameter is then that of an ion which just grazes the surface:

$$b_c=R\sqrt{1+\frac{u^2}{v^2}} .$$

The assumption restricts the shape of the potential. From

$$G(r)-G(R)=(r^2-R^2)v^2+\frac{2e}{M}\left[r^2\varphi(r)-R^2\Phi\right]$$

it holds for every speed if $\varphi$ falls no faster than $1/r^2$, since then neither term is negative. A steeper potential can put a centrifugal barrier outside the probe. Take $\varphi=\Phi(R/r)^4$ and an ion with $e\Phi$ equal to 24 times its perpendicular energy. The grazing formula gives $b_c=5R$. But with lengths in units of $R$, $G/v^2=r^2+24/r^2$, which has its minimum $2\sqrt{24}$ at $r=24^{1/4}$. Ions are thus turned back as soon as $b$ exceeds $(2\sqrt{24})^{1/2}R=3.13R$, and the grazing formula overestimates the capture width.

Where the OML assumption holds, consider first a uniform beam of density $n$ and perpendicular speed $v$. The probe captures ions from a strip of width $2b_c$ and length $L$, so the beam delivers the current $2b_cLnev$. Its direction around the axis does not matter. Averaging over the velocities in the plasma, denoted by angle brackets, and using $b_cv=R\sqrt{v^2+u^2}$, we obtain

$$I=K\langle w\rangle,\qquad K=2RLne,\qquad w=\sqrt{v^2+u^2}.$$

Here $w$ is the perpendicular speed on arrival. No Maxwellian has been assumed; the ions may even drift, provided the potential remains axisymmetric.

The square root comes from the cylindrical geometry. A sphere captures ions from a disc of area $\pi b_c^2$, and under the corresponding OML assumption its current is $\pi R^2ne\langle v+u^2/v\rangle$, with $v$ now the full speed. That current is itself linear in $\Phi$, and its slope depends on $\langle1/v\rangle$, hence on the ion temperature. For the cylinder, the capture width grows as $1/v$ for slow ions while their flux falls as $v$, and the two factors cancel.

To see the linearity, square the current. Since $\langle w^2\rangle=u^2+\langle v^2\rangle$, the definition of the variance gives

$$\langle w\rangle^2=u^2+\langle v^2\rangle-\operatorname{Var}(w).$$

The first term is linear in $\Phi$ and the second is constant, so all curvature sits in the variance. To bound it, let $w'$ be the arrival speed of a second ion drawn independently, with initial speed $v'$. Because $w^2-w'^2=v^2-v'^2$ and $w+w'\ge2u$,

$$\operatorname{Var}(w)=\frac12\left\langle(w-w')^2\right\rangle
=\frac12\left\langle\frac{(v^2-v'^2)^2}{(w+w')^2}\right\rangle
\le\frac{\operatorname{Var}(v^2)}{4u^2}.$$

For a distribution with finite $\langle v^4\rangle$ the variance therefore vanishes at large bias, and

$$I^2\longrightarrow K^2\left(\frac{2e\Phi}{M}+\langle v^2\rangle\right).$$

Physically, a strong field gives all ions nearly the same arrival speed, and their initial spread ceases to matter.

A curve can approach a line while its local slope still fluctuates, so the slope needs its own argument. Differentiating $w^2=v^2+2e\Phi/M$ gives $dw/d\Phi=e/(Mw)$, and therefore

$$\frac{dI^2}{d\Phi}=2K^2\langle w\rangle\left\langle\frac{e}{Mw}\right\rangle
=\frac{2eK^2}{M}\,\langle w\rangle\left\langle\frac1w\right\rangle .$$

The same pair of independent ions gives

$$\langle w\rangle\left\langle\frac1w\right\rangle
=\frac12\left\langle\frac{w}{w'}+\frac{w'}{w}\right\rangle
=1+\frac12\left\langle\frac{(w-w')^2}{ww'}\right\rangle .$$

The last term is not negative. Since $ww'\ge u^2$, it is at most $\operatorname{Var}(w)/u^2$, so that

$$0\le\langle w\rangle\left\langle\frac1w\right\rangle-1\le\frac{\operatorname{Var}(v^2)}{4u^4}.$$

The local slope approaches its limit from above. Because $dV=-d\Phi$, the squared current falls as $V$ rises, and the limiting magnitude of the slope is

$$S=-\frac{dI^2}{dV}\bigg|_{\text{limit}}=\frac{2eK^2}{M}
=\frac{8R^2L^2n^2e^3}{M}=\frac{2A^2n^2e^3}{\pi^2M},$$

where the last form uses $RL=A/(2\pi)$. Solving for the density,

$$n=\frac{1}{RL}\sqrt{\frac{MS}{8e^3}} .$$

The ion mass must be known. A relative error in $S$ or $M$ enters the density with half its size, while one in $R$ or $L$ enters in full. In a processing plasma with several singly charged species $j$, the leading currents add as $2RLe\sqrt{2e\Phi}\sum_jn_j/\sqrt{M_j}$. The slope then determines the sum $\sum_jn_j/\sqrt{M_j}$, and a total density requires the composition.

For Maxwellian ions at temperature $T_i$, set $v_T=\sqrt{2kT_i/M}$, $x=v^2/v_T^2$ and $\eta=e\Phi/(kT_i)$. The two perpendicular velocity components give $x$ the probability density $e^{-x}$, and $w=v_T\sqrt{x+\eta}$. Hence $I=Kv_TJ(\eta)$ with

$$J(\eta)=\int_0^\infty e^{-x}\sqrt{x+\eta}\,dx
=\sqrt\eta+\frac12\int_0^\infty\frac{e^{-x}}{\sqrt{x+\eta}}\,dx ,$$

by integration by parts. Substituting $x+\eta=t^2$, $dx=2t\,dt$, turns the remaining term into $e^\eta\int_{\sqrt\eta}^\infty e^{-t^2}dt$, so

$$I=2RLne\sqrt{\frac{2kT_i}{M}}\left[\sqrt\eta+\frac{\sqrt\pi}{2}e^\eta\operatorname{erfc}\sqrt\eta\right].$$

At $\eta=0$ the bracket is $\sqrt\pi/2$, and the current reduces to the thermal flux on the surface, $I=Ane\sqrt{kT_i/(2\pi M)}$.

The moments $\langle x\rangle=1$ and $\langle x^2\rangle=2$ give $\langle v^2\rangle=v_T^2$ and $\operatorname{Var}(v^2)=v_T^4$. With $u^2=\eta v_T^2$, the general results become

$$I^2=K^2v_T^2(\eta+1-\delta),\qquad 0\le\delta\le\frac1{4\eta},$$

and the relative excess of the local slope over $S$ is at most $1/(4\eta^2)$. The limiting line reaches zero at $\eta=-1$, that is, at

$$V=V_s+\frac{kT_i}{e},$$

slightly above the plasma potential. At the opposite end, $\eta\to0$, we have $\langle w\rangle=v_T\sqrt\pi/2$ and $\langle1/w\rangle=\sqrt\pi/v_T$, so the local slope is $\pi/2$ times its limit. The density formula therefore belongs to the region $\eta\gg1$.

For a numerical example take round model parameters: ions of mass 40 u, $n=10^{15}\ \mathrm{m^{-3}}$, $kT_i=0.1$ eV, $kT_e=2$ eV for the electrons, $R=10$ µm, $L=20$ mm and $V_s=10$ V. Then

$$K=2(10^{-5}\,\mathrm m)(0.020\,\mathrm m)(10^{15}\,\mathrm{m^{-3}})e
=6.409\times10^{-11}\ \mathrm{C/m},$$

and $v_T=694.6$ m/s. At $V=-10$ V the drop is 20 V and $\eta=200$. Expanding the root in $J$ for $x\ll\eta$ gives $J\simeq\sqrt\eta+1/(2\sqrt\eta)=14.18$, and the product $Kv_TJ$ is 0.631 µA. The full Maxwellian formula gives these values:

| $V$ (V) | $\eta$ | $I$ (µA) | $I^2$ (µA²) |
|---:|---:|---:|---:|
| −30 | 400 | 0.8914 | 0.79454 |
| −25 | 350 | 0.8339 | 0.69547 |
| −20 | 300 | 0.7723 | 0.59640 |
| −15 | 250 | 0.7052 | 0.49733 |
| −10 | 200 | 0.6311 | 0.39826 |

The squared current drops by 0.09907 µA² in each 5 V step. The end points give

$$S=\frac{0.79454-0.39826}{20}\ \mathrm{\mu A^2/V}=0.019814\ \mathrm{\mu A^2/V}
=1.9814\times10^{-14}\ \mathrm{A^2/V}.$$

With $M=6.642\times10^{-26}$ kg and $RL=2\times10^{-7}\ \mathrm{m^2}$, the density formula returns

$$n=\frac{1}{2\times10^{-7}\,\mathrm{m^2}}
\sqrt{\frac{(6.642\times10^{-26}\,\mathrm{kg})(1.9814\times10^{-14}\,\mathrm{A^2/V})}{8e^3}}
=1.000\times10^{15}\ \mathrm{m^{-3}},$$

or $1.000\times10^9\ \mathrm{cm^{-3}}$, the density put in. A least-squares line through all five points has a slope only 3 parts per million steeper than the limiting value $8R^2L^2n^2e^3/M$; the bound $1/(4\eta^2)$ at $\eta=200$ is about 6 parts per million. The line crosses zero at 10.10 V, which is $V_s+kT_i/e$. These small deviations measure the curvature of the OML formula, not the accuracy of a real probe. Two of the idealisations matter far more for these parameters. The first is the neglect of the free end. A hemispherical tip collecting at its OML rate would add the fraction $(\sqrt\pi/2)(R/L)\sqrt\eta\approx0.9$ % at $\eta=400$. The side wall within about a sheath radius of the end also receives ions that come in past the end and could not arrive at an infinite cylinder. With a sheath of millimetre size and $L=20$ mm, this extra current grows with bias and can outweigh the sub-percent corrections worked out below. The infinite-cylinder formula needs $L$ large compared with the sheath radius, not merely with $R$. The second is the neglect of collisions, which requires an ion mean free path long compared with the sheath radius. For a cross section of order $10^{-18}\ \mathrm{m^2}$ and a gas at 1 Pa and 300 K, the mean free path is only about 4 mm.

Slow ions test the OML assumption itself. According to the grazing formula $b_c$ grows without bound as $v\to0$, so if the field ended at a finite radius the slowest ions would have to be drawn in from beyond it. A simple model with a sharp edge shows the consequence. Let the field end at a sheath radius $a$, with the space-charge-free profile

$$\varphi(r)=\Phi\,\frac{\ln(a/r)}{\ln(a/R)}\quad(R<r<a),\qquad \varphi=0\quad(r>a).$$

Inside the sheath,

$$\frac{dG}{dr}=2r\left[v^2+u^2\frac{\ln(a/r)-\tfrac12}{\ln(a/R)}\right].$$

The bracket decreases with $r$, so $G$ can rise and then fall but cannot have an interior minimum. Its smallest value is either $G(R)=R^2(v^2+u^2)$ or $G(a)=a^2v^2$; beyond $a$ it grows as $r^2v^2$. The capture radius is therefore the smaller of $b_c$ and $a$, and

$$I=2Lne\,\langle\min(av,\,Rw)\rangle .$$

With $\alpha=a/R$, the sheath edge limits the ions with $\alpha\sqrt x<\sqrt{x+\eta}$, that is, $x<x_0=\eta/(\alpha^2-1)$. Relative to the OML current, the loss is

$$\ell=\frac1{J(\eta)}\int_0^{x_0}e^{-x}\left(\sqrt{x+\eta}-\alpha\sqrt x\right)dx .$$

For $1\ll\eta\ll\alpha^2$ we may set $e^{-x}\simeq1$, $\sqrt{x+\eta}\simeq\sqrt\eta$, $J\simeq\sqrt\eta$ and $x_0\simeq\eta/\alpha^2$, which leaves

$$\ell\simeq\int_0^{x_0}\left(1-\sqrt{\frac{x}{x_0}}\right)dx=\frac{x_0}{3}\simeq\frac{\eta}{3\alpha^2}.$$

To leading order $I^2\propto\eta(1-\ell)^2\simeq\eta-2\eta^2/(3\alpha^2)$. At fixed $a$ its slope is reduced by the relative amount $4\eta/(3\alpha^2)$, and the inferred density by half of that, $2\eta/(3\alpha^2)$.

In the example, choose $a=2$ mm, which is $200R$ and about six electron Debye lengths of 0.33 mm. This radius is an input, not a solution of Poisson's equation. Numerical quadrature of the loss integral gives 0.33 % at −30 V and 0.17 % at −10 V. A line fitted to the reduced currents yields $9.95\times10^{14}\ \mathrm{m^{-3}}$, low by 0.50 %, in agreement with $2(300)/(3\times200^2)=0.005$ at mid-range. The zero crossing suffers more: it moves to 10.24 V. Read as $V_s+kT_i/e$, it would suggest an ion temperature of 0.24 eV instead of 0.1 eV. A slight curvature over the fitted range is magnified by the long extrapolation, so in this model the crossing is a poor thermometer even where the slope is a good density measure.

Cooling the ions at fixed $\Phi$ and $a$ raises $\eta$ and eventually violates $\eta\ll\alpha^2$. When $\eta\gg\alpha^2$, nearly all ions entering the sheath are captured, and $I\simeq2aLne\langle v\rangle$. The voltage then enters through the sheath radius alone, and the OML slope has lost its meaning. In this sharp-edged model $a/R$ must therefore be large compared with $\sqrt\eta$. The loss is a product of the sharp edge, however. By the $1/r^2$ criterion above, it vanishes altogether if a drop of only $\Phi R^2/a^2$, which is 1 mV at −30 V, remains at $r=a$ and decays no faster than $1/r^2$ beyond. A real collisionless sheath has such a tail. The absorbed ions leave a density deficit of order $b_c/(\pi r)$, and quasi-neutrality turns it into a drop of order $(kT_e/e)\,b_c/(\pi r)$, about 0.06 V at 2 mm for $b_c\approx R\sqrt\eta=0.2$ mm. The numbers above therefore show how a barrier or cutoff would distort the fit. They are not the error of a real probe of these dimensions.

The remaining electron current must also be small or subtracted. For electrons of mass $m_e$ the potential is repulsive, and the arrival speed is $\sqrt{v^2-2e\Phi/m_e}$. For a potential drop that increases steadily towards the probe no outer barrier arises, because both factors of the corresponding $G$ grow with $r$ wherever the electron can move. With $\chi=e\Phi/(kT_e)$ and Maxwellian electrons of density $n$,

$$I_e=K\sqrt{\frac{2kT_e}{m_e}}\int_\chi^\infty e^{-x}\sqrt{x-\chi}\,dx
=Ane\sqrt{\frac{kT_e}{2\pi m_e}}\;e^{-\chi},$$

since the integral equals $e^{-\chi}\sqrt\pi/2$. At −10 V, where $\chi=10$, this is 0.0022 µA, or 0.34 % of the ion current. Left in the data, it lowers the squared net current there by about 0.7 %, or 0.0027 µA². At −30 V it is smaller by a further factor $e^{-10}$. The slope between the end points is therefore too steep by $0.0027/0.396$, about 0.7 %, and the density too high by about 0.35 %. This error has the opposite sign to the loss of slow ions. Moving the fit to more negative voltages suppresses the electron error. In the sharp-edged model it increases the loss of slow ions at fixed $a$. For a real probe, the limit at large bias is set instead by collection near the end, by collisions and by the growth of the sheath, none of which the infinite collisionless cylinder describes.

Numerical values quoted here were computed with a short program.
